# Square-to-wire transition of strained islands at fixed height

Without a criterion for elongation, the shape of a strained island is easily misread. A long silicide island on a square-symmetric surface seems to demand a direction-dependent misfit or growth rate, yet elastic relaxation, competing with surface energy, can produce it without either. Nor does the best width of a long wire, $\alpha_0$, serve as the criterion. In the Tersoff-Tromp energy a square of side $2\alpha_0$ is still stable, and the square fails at side $e\alpha_0$. Taking $\alpha_0$ for the threshold makes the critical area too small by a factor $e^2\approx7.4$ in this energy, and by about 3.3 once the finite length of the edges is counted.

## The energy both derivations use

Consider a coherent island of fixed height $h$ with sides $s$ and $t$ measured at mid-height. Its side faces make an angle $\theta$ with the surface, so each has horizontal projection $w=h\cot\theta$. The sides are long compared with $w$ and $h$, and the island volume is $V=sth$ to leading order.

**Surface energy.** The top has area $(s-w)(t-w)$, the base $(s+w)(t+w)$, and the four side faces together $2(s+t)h\csc\theta$. Let $\gamma_t,\gamma_e,\gamma_i,\gamma_s$ be the energies per area of top, side faces, interface and bare substrate. The base creates interface and removes bare substrate, so the change in surface energy is
$$(s-w)(t-w)\gamma_t+(s+w)(t+w)(\gamma_i-\gamma_s)+2(s+t)h\csc\theta\,\gamma_e .$$
The terms in $st$ are proportional to $V$ because $h$ is fixed, and the terms in $w^2$ are constant. Neither affects the shape at given volume. The rest is $2(s+t)h\Gamma$, with
$$\Gamma=\gamma_e\csc\theta-\tfrac12\cot\theta\,(\gamma_t+\gamma_s-\gamma_i).$$

**Force on the substrate.** A shallow island under misfit stress $\sigma$ carries a force $\sigma h(\mathbf r)$ per unit length. Where the local height changes, the substrate must balance the difference, which is a traction $\mathbf f=\sigma\nabla h$. The substrate stores an energy quadratic in its displacement $\mathbf u$, and the traction does work $\int\mathbf f\cdot\mathbf u$. At the minimum the stored energy is half that work, leaving $E_{el}=-\frac12\int\mathbf f\cdot\mathbf u\,d^2r$.

Since $\mathbf f$ is a gradient, each of its Fourier waves points along its wavevector. Take $f_x=f_0\cos qx$ on an isotropic half-space $z<0$ with shear modulus $\mu$ and Poisson ratio $\nu$, and try
$$u_x=(A+Bqz)e^{qz}\cos qx,\qquad u_z=(C+Bqz)e^{qz}\sin qx .$$
Then $\nabla\cdot\mathbf u=q(C-A+B)e^{qz}\sin qx$ and $\nabla^2u_x=2Bq^2e^{qz}\cos qx$. Equilibrium, $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$, gives the same condition from both components:
$$C=A-(3-4\nu)B .$$
Zero normal stress at the surface requires $(1-\nu)(C+B)-\nu A=0$. Inserting $C$ turns this into $(1-2\nu)[A-2(1-\nu)B]=0$, so $A=2(1-\nu)B$ and $C=-(1-2\nu)B$. The shear traction is $\mu q(A+B+C)=2\mu qB=f_0$. The surface displacement is therefore
$$u_x=\frac{1-\nu}{\mu q}\,f_0\cos qx .$$

With $|\mathbf f_q|^2=\sigma^2q^2|h_q|^2$ and $c=\sigma^2(1-\nu)/(2\pi\mu)$,
$$E_{el}=-\pi c\int\frac{d^2q}{(2\pi)^2}\,q|h_q|^2=-\frac c2\iint\frac{\nabla h\cdot\nabla'h'}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r' .$$
The second form follows because $2\pi/q$ is the transform of $1/r$. The gradient is nonzero on the side faces alone. Perpendicular faces have $\nabla h\cdot\nabla'h'=0$ and drop out of this form. For $\nu\ne0$ they do interact, but because the traction is a gradient, the total written here already accounts for that.

**A long wire.** Two parallel lines a distance $d$ apart contribute $2\ln(\Lambda/d)$ per length to the integral of $1/r$, where $\Lambda$ is a common long cutoff. A wire of width $s$ has two face self-terms of weight $+h^2$ and two cross-terms of weight $-h^2$. The cutoff cancels:
$$\frac{E_{el}}{\text{length}}=-\frac{ch^2}{2}\,4\left[\ln s-\langle\ln d\rangle\right].$$
The average runs over two points on one face, whose separation has density $2(w-d)/w^2$. With $v=d/w$,
$$\langle\ln d\rangle=\ln w+2\int_0^1(1-v)\ln v\,dv=\ln w-\tfrac32 .$$
Writing $\varphi=e^{-3/2}\cot\theta$, the wire has elastic energy $-2ch^2\ln(s/\varphi h)$ per length. Averaging the cross-term over the face widths changes it at relative order $(w/s)^2$, which is dropped.

The Tersoff-Tromp energy applies this wire result to both pairs of faces:
$$E=2(s+t)h\Gamma-2ch^2\left[t\ln\frac{s}{\varphi h}+s\ln\frac{t}{\varphi h}\right].$$
This is an approximation for a compact island, whose edges are no longer than their separation. Its cost is worked out below.

**The optimal wire width.** Per volume, a long wire has energy $(2/s)[\Gamma-ch\ln(s/\varphi h)]$. Its derivative is $-(2/s^2)[\Gamma-ch\ln(s/\varphi h)+ch]$, which changes from negative to positive at
$$\alpha_0=e\,\varphi h\,e^{\Gamma/(ch)} .$$
For $\Gamma>0$, surface energy favours wide wires, while relaxation favours narrow ones, formally down to $s=e\varphi h\approx0.61w$. That width is below $w$, so no wire can reach it, and the formula for $\alpha_0$ is meaningful only when it gives $\alpha_0\gg w$. Solving for $\Gamma=ch[\ln(\alpha_0/\varphi h)-1]$ and inserting it removes $\varphi$ and $\Gamma$ from the island energy:
$$E=-2ch^2\left[t\left(1+\ln\frac{s}{\alpha_0}\right)+s\left(1+\ln\frac{t}{\alpha_0}\right)\right].\tag{1}$$

## First derivation: compare all rectangles of one volume

At fixed height, fixed volume means fixed $R=\sqrt{st}$. Set $s=Re^{-u}$, $t=Re^{u}$ and $L=\ln(R/\alpha_0)$. The aspect ratio is $r=t/s=e^{2u}$, and exchanging the sides changes the sign of $u$, so $u\ge0$ suffices. Equation (1) becomes
$$E=-2ch^2R\left[e^u(1+L-u)+e^{-u}(1+L+u)\right]=-4ch^2R\left[(L+1)\cosh u-u\sinh u\right].$$
Expanding to fourth order,
$$E=-4ch^2R\left[(L+1)+\frac{L-1}{2}u^2+\frac{L-3}{24}u^4+\dots\right].$$
The square is a minimum for $L<1$ and a maximum along this line for $L>1$. The threshold is $L=1$, or
$$s=t=e\,\alpha_0 .$$
There the quartic term of $E$ is $+\frac13ch^2Ru^4$, so the square is still a local minimum at the threshold itself.

To exclude a jump to a distant shape, take the full derivative:
$$\frac{dE}{du}=4ch^2R\,(u\cosh u-L\sinh u)=4ch^2R\sinh u\,(u\coth u-L).$$
The function $u\coth u$ starts at 1 and has derivative $(\frac12\sinh2u-u)/\sinh^2u>0$. If $L\le1$, the energy rises for every $u>0$ and the square is the global minimum. If $L>1$, the energy falls until the single root of
$$L=u\coth u\tag{2}$$
and rises afterwards, so that root is the global minimum. It moves continuously away from $u=0$.

Since $\coth u=(r+1)/(r-1)$ and $u=\frac12\ln r$, subtracting or adding $u$ in (2) gives the two sides:
$$\ln\frac{s}{\alpha_0}=\frac{\ln r}{r-1},\qquad \ln\frac{t}{\alpha_0}=\frac{r\ln r}{r-1}.\tag{3}$$
Both right-hand sides tend to 1 as $r\to1$, which recovers the threshold. For large $r$ the first tends to zero, so the width tends to $\alpha_0$. In between, $\ln r/(r-1)$ decreases because $\ln r>1-1/r$. A growing island beyond the threshold therefore becomes narrower as it becomes longer.

Just above threshold $u\coth u\approx1+u^2/3$, so $u^2\approx3(L-1)$. The aspect ratio departs from 1 as a square root, $r-1\approx2\sqrt{3(L-1)}$. Putting this $u^2$ into the expansion gives the energy gained over the square, $3ch^2R(L-1)^2$ to leading order.

## Second derivation: balance matter between the faces

Now ask where an atom prefers to sit. Adding matter to the two faces that bound the width $s$ changes the volume by $dV=th\,ds$. The energy per added volume is
$$m_s=\frac1{th}\frac{\partial E}{\partial s}=-2ch\left[\frac1s+\frac{1+\eta}{t}\right],\qquad \eta=\ln\frac t{\alpha_0}.$$
In the same way, for the faces bounding $t$,
$$m_t=\frac1{sh}\frac{\partial E}{\partial t}=-2ch\left[\frac1t+\frac{1+\xi}{s}\right],\qquad \xi=\ln\frac s{\alpha_0}.$$
In the difference the terms $1/s$ and $1/t$ cancel. Since $s=\alpha_0e^{\xi}$ and $t=\alpha_0e^{\eta}$,
$$m_s-m_t=2ch\left[\frac\xi s-\frac\eta t\right]=\frac{2ch}{\alpha_0}\left[F(\xi)-F(\eta)\right],\qquad F(\xi)=\xi e^{-\xi}.$$

The terms proportional to $V$ that were left out of $E$ add the same constant to $m_s$ and $m_t$, so the comparison is unaffected. Matter moves towards the faces with lower $m$. Start from a square and make $s$ slightly too small, so that $\xi<\eta$. The square is restored if matter goes back to the faces bounding $s$, which requires $m_s<m_t$, hence $F(\xi)<F(\eta)$. The function $F$ must therefore be increasing. Its derivative is
$$F'(\xi)=(1-\xi)e^{-\xi},$$
which changes sign at $\xi=1$. The square loses stability at $s=t=e\alpha_0$, as before. Beyond that side, matter leaves the narrow direction and lengthens the island further.

The elongated equilibrium has $F(\xi)=F(\eta)$ with $\xi<1<\eta$. Then $\eta/\xi=e^{\eta-\xi}=r$, while $\eta-\xi=\ln r$. Solving these two equations gives $\xi=\ln r/(r-1)$ and $\eta=r\xi$, which is (3) again.

This equilibrium is stable. At fixed volume $\xi=L-u$ and $\eta=L+u$, so a slight excess of $u$ is corrected if $F'(\xi)+F'(\eta)>0$. Using $e^{-\xi}=re^{-\eta}$ and $\eta=r\xi$,
$$F'(\xi)+F'(\eta)=e^{-\eta}\left[r+1-\frac{2r\ln r}{r-1}\right].$$
The bracket is positive when $\ln r<(r^2-1)/(2r)=\sinh(\ln r)$, which holds for every $r>1$.

## What each derivation assumes

Both rest on equation (1), and so on fixed height, shallow faces, isotropic elasticity, coherent interfaces and negligible surface stress. Both treat the two in-plane directions as equivalent.

The first assumes that the island can reach the lowest energy among rectangles of its volume. It says nothing about the path, but it establishes the global minimum. It also works for any energy $E(s,t)$, separable or not.

The second assumes that matter can pass between neighbouring faces and goes downhill in energy. It needs local derivatives alone and gives the direction of change, though no rate. Its reduction to one function $F$ depends on a special feature of (1): the energy per volume is a function of $s$ plus the same function of $t$. An interaction that mixes the sides destroys this reduction, although the condition $m_s=m_t$ survives. If the island can also thicken, the terms proportional to $st$ no longer stay constant, and neither argument gives the height. The comparison of rectangles still holds at any given height.

## What finite edges change

Equation (1) treats the edges of a square as if they belonged to a long wire. The correct integral for two parallel segments of length $t$ at distance $d$ is
$$J(t,d)=2\int_0^t\frac{t-v}{\sqrt{v^2+d^2}}dv=2\left[t\ln\frac{t+\sqrt{t^2+d^2}}d-\sqrt{t^2+d^2}+d\right].$$
For a face with itself, $d\ll t$ and averaging $\ln d$ gives $2t[\ln(2t/\varphi h)-1]$. For opposite faces $d=s$. Let $D=\sqrt{s^2+t^2}$. The two self-terms minus the two cross-terms, times $-ch^2/2$, give
$$-2ch^2\left[t\ln\frac s{\varphi h}+t\ln\frac{2t}{t+D}+D-s-t\right].$$
Adding the other pair of faces shows that the bracket in (1) acquires the extra term
$$K=t\ln\frac{2t}{t+D}+s\ln\frac{2s}{s+D}+2D-2(s+t).$$

Corner terms of order $w$ remain neglected. For a $20w\times40w$ island whose height is the product of two trapezoidal profiles, which differs from the flat-faced island only at the corners, a direct Fourier sum gives $E_{el}/(-2ch^2w)=241.10$. The finite-edge formula gives 241.13 and the wire approximation 283.61.

The new threshold follows from the $u^2$ term of $K/R$. Here $D/R=\sqrt{2\cosh2u}\approx\sqrt2(1+u^2)$. With $p=1+\sqrt2$,
$$\ln\frac{2e^u}{e^u+D/R}\approx\ln\frac2p+(2-\sqrt2)u-\frac{u^2}{\sqrt2}.$$
Multiplying by $e^u$ gives the $u^2$ coefficient $\frac12\ln(2/p)+2-\sqrt2-1/\sqrt2$. The partner term with $u\to-u$ doubles it. The remaining part of $K/R$, $2D/R-4\cosh u$, contributes $2\sqrt2-2$. The total is $\ln(2/p)+2-\sqrt2$. The bracket of (1), divided by $R$, contributes $L-1$. Setting the sum to zero gives
$$L=\sqrt2-1+\ln\frac{1+\sqrt2}2,\qquad \frac R{\alpha_0}=\frac{1+\sqrt2}2\,e^{\sqrt2-1}\approx1.83 .$$

The factor $e$ is thus a property of the Tersoff-Tromp energy, not of the full edge interaction. Minimizing the finite-edge energy numerically over $0\le u\le6$ gives the square at $R$ one per cent below the new threshold, and $u$ between 0.03 and 0.3 at one per cent above. This supports a continuous transition here too.

The long-wire limit is unchanged. For $t\gg s$, $K\approx s\ln(2s/t)-2s$, and the full bracket becomes $t[1+\ln(s/\alpha_0)]+s[\ln(2s/\alpha_0)-1]$. The first term dominates and selects $s=\alpha_0$.

A second conclusion does change. For a square, (1) gives an energy per volume $-4ch(1+\xi)/s$, lowest at $s=\alpha_0$, where the gain is twice that of the best wire. With finite edges the best square has side $2.17\alpha_0$ and gains 0.92 times as much per volume as the best wire. That side is above the finite-edge threshold of $1.83\alpha_0$, so this square is not even stable against elongation. The advantage that (1) gives the best square over the best wire is therefore an artefact of the wire approximation.

## An example in the regime of cobalt disilicide on silicon

Take rough values: $\mu=60$ GPa, $\nu=0.25$, and a misfit of 1.2 % at room temperature. A thermal-expansion difference of $7\times10^{-6}$ K$^{-1}$ over 600 K reduces the misfit to 0.78 % at a growth temperature of 900 K. The biaxial modulus of 200 GPa then gives $\sigma=1.56$ GPa and
$$c=\frac{(1.56\times10^9)^2(0.75)}{2\pi(60\times10^9)}=4.84\times10^6\ \mathrm{J/m^3}.$$

Let $h=12$ nm and $\theta=30^\circ$, so $\varphi h=4.64$ nm and $ch=0.0581$ J/m$^2$. The chosen surface energies are $\gamma_e=1.12$, $\gamma_t=\gamma_s=1.30$ and $\gamma_i=0.20$ J/m$^2$. They give
$$\Gamma=2(1.12)-0.866(2.40)=0.162\ \mathrm{J/m^2},\qquad \frac{\Gamma}{ch}=2.78,$$
$$\alpha_0=2.718\times4.64\ \mathrm{nm}\times e^{2.78}\approx203\ \mathrm{nm}.$$
The Tersoff-Tromp threshold side is 553 nm (0.553 µm). With finite edges it is 371 nm.

At fixed height, larger islands have these equilibrium shapes:

| $R/(e\alpha_0)$ | Simple: aspect | Simple: width (nm) | Finite edges: aspect | Finite edges: width (nm) |
|---|---|---|---|---|
| 1.05 | 2.2 | 395 | 6.6 | 225 |
| 1.20 | 4.5 | 312 | 9.2 | 219 |
| 1.50 | 9.9 | 263 | 15 | 213 |
| 2.00 | 22 | 236 | 28 | 208 |

In width, and in the ratio of their aspects, the models differ most near $e\alpha_0$, because the finite-edge island is already well past its own threshold there. Both widths approach $\alpha_0$. In the simple model the first island gains 18 eV over the square, against a thermal energy of 0.078 eV. Thermal fluctuations are thus a weak effect on its overall shape, but this comparison does not show that atoms can move fast enough to reach equilibrium.

For real cobalt disilicide islands, the absolute widths are indicative at best. The surface energies are chosen values, and $\Gamma$ is a small difference of large terms: raising $\gamma_e$ by 1 % multiplies $\alpha_0$ by about 1.5. Changing $c$ by $\pm10\,\%$ gives 158 or 277 nm. This shows the sensitivity but is not a bound, since the elastic anisotropy of silicon can change $c$ by slightly more than that. The room-temperature misfit would give 41 nm, only about twice the face projection $w=20.8$ nm, where the model is poor: keeping the finite face width in the shallow model gives 43 nm, and full plane-strain elasticity about 88 nm. Coherence may also fail, through misfit dislocations. A line-tension estimate for 60° dislocations in a uniform film gives a critical thickness of about 13 nm at the growth temperature, but other core energies or dislocation types can put it below $h$. With the room-temperature misfit the same estimate gives about 8 nm, so coherence is not assured. If dislocations removed a tenth of the misfit, $c$ would fall by 19 % and $\alpha_0$ would nearly double. The slope $\tan\theta=0.58$ is not small either, and the island's own stiffness limits its relaxation. Full plane-strain elasticity for the wire, with equal elastic constants in island and substrate, raises $\alpha_0$ from 203 to about 310 nm. Part of this correction is local to each face and only shifts $\Gamma$. The rest decreases with width and lowers the threshold ratio of the simple model from 2.72 to about 2.6. Surface stress, which (1) leaves out, adds to the edge force $\sigma h=18.7$ N/m. In the shallow model a net 1 N/m of either sign, spread over the face like the misfit force, would give $\alpha_0=154$ or 281 nm. Concentrated at one edge of the face, it would give 159 to 164 nm or 259 to 265 nm, depending on whether the top or the base edge carries it and on how narrowly it is concentrated. 
The fixed height is itself a strong condition. With the chosen surface energies, thickening the first island in the table by 1 nm at constant volume, starting from a square, would lower its energy by about $4\times10^4$ eV, far more than elongation gains: 18 eV in the simple model and about $10^3$ eV with finite edges. The model therefore applies only if something other than equilibrium, such as a barrier to forming new layers, holds the height. Nor does it describe islands that grow into the substrate, as silicides can. A design rule based on $\alpha_0$ needs the misfit, elastic constants, surface energies and surface stresses at growth temperature, the face angle and the height. It also needs evidence that the islands are coherent and reach equilibrium in the plane while their height stays fixed. The numerical output lists the remaining values.

## Calculated quantities

```
shear modulus 60 GPa, Poisson ratio 0.25
biaxial modulus 200 GPa
misfit at room temperature 1.20 %
expansion difference 7.0e-06 1/K, heating 600 K
growth temperature 900 K, misfit there 0.78 %
misfit stress at growth 1.56 GPa
height 12.0 nm, facet angle 30 deg
face projection w 20.78 nm, phi*h 4.638 nm
surface energies side 1.12, top 1.30 J/m2
surface energies substrate 1.30, interface 0.20 J/m2
edge energy Gamma 0.1615 J/m2
elastic strength c 4.841 MJ/m3, c*h 0.0581 J/m2
Gamma/(c h) 2.780 (no unit)
wire width a0: formula 203.3 nm, minimized 203.3 nm
threshold side e*a0 552.6 nm = 0.553 um
threshold/a0, simple energy: numeric 2.7183, e 2.7183
threshold/a0, finite edges: numeric 1.8266, closed 1.8266
threshold side, finite edges 371.3 nm
Islands beyond threshold; R = sqrt(area), simple energy:
 R/(e a0) 1.05: R 580 nm, aspect 2.16, width 395 nm, length 852 nm
 R/(e a0) 1.20: R 663 nm, aspect 4.51, width 312 nm, length 1408 nm
 R/(e a0) 1.50: R 829 nm, aspect 9.95, width 263 nm, length 2615 nm
 R/(e a0) 2.00: R 1105 nm, aspect 22.02, width 236 nm, length 5187 nm
Same islands: gain over square (simple); shape with finite edges:
 R/(e a0) 1.05: gain 18.3 eV, aspect 6.63, width 225 nm
 R/(e a0) 1.20: gain 304 eV, aspect 9.16, width 219 nm
 R/(e a0) 1.50: gain 2.02e+03 eV, aspect 15.18, width 213 nm
 R/(e a0) 2.00: gain 8.66e+03 eV, aspect 28.14, width 208 nm
finite edges, R = 30 a0: width/a0 1.0008
best square, simple energy: side/a0 1.000, gain per volume/wire gain 2.000
best square, finite edges: side/a0 2.168, gain per volume/wire gain 0.922
wire test s/w=20: Fourier 8.9910, log 8.9915
Rectangle test, elastic energy/(-2 c h^2 w), sides in units of w:
 20 x 20: Fourier 148.87, finite edges 148.87, simple 179.83
 20 x 40: Fourier 241.10, finite edges 241.13, simple 283.61
 30 x 30: Fourier 247.60, finite edges 247.63, simple 294.07
Burgers length 0.384 nm, critical thickness 13.4 nm
a0 with room-temperature misfit 40.8 nm
a0 with c +10 %: 158 nm, c -10 %: 277 nm
face slope tan(theta) 0.577, h/a0 0.059
thermal energy at growth 0.0776 eV
```
